# Koopmans' Theorem and the Balance of Errors in Helium's Ionization Energy: verification in Python

```python
"""Koopmans' theorem and its two errors in helium.

Result under test: removing an electron from Hartree-Fock orbital k, with all
other orbitals frozen, costs exactly -eps_k (eps_k = Fock eigenvalue).
For helium: I_exact = -eps - R + C, where
  R = frozen-ion energy minus relaxed-ion energy (relaxation),
  C = Hartree-Fock energy minus exact energy of the atom (correlation).
Hartree atomic units, fixed point nucleus, nonrelativistic Hamiltonian.
"""
from math import factorial
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, scf, fci, ao2mo

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 2.0

# ---------- General theorem: three electrons in six spin orbitals ----------
rng = np.random.default_rng(4)
n_orb, n_el = 6, 3


def random_symmetric(scale):
    a = rng.normal(size=(n_orb, n_orb))
    return scale * (a + a.T) / 2


h_model = np.diag(1.5 * np.arange(n_orb)) + random_symmetric(0.3)
# Repulsion integrals (pr|qs) = sum over factors B of B_pr * B_qs
factors = [random_symmetric(0.3) for _ in range(4)]


def coulomb(gamma):
    return sum(B * np.trace(B @ gamma) for B in factors)


def exchange(gamma):
    return sum(B @ gamma @ B for B in factors)


def functional(gamma, with_exchange=True):
    v = coulomb(gamma) - (exchange(gamma) if with_exchange else 0)
    return np.trace(h_model @ gamma) + 0.5 * np.trace(v @ gamma)


gamma = np.zeros((n_orb, n_orb))
for _ in range(1000):
    fock = h_model + coulomb(gamma) - exchange(gamma)
    eps_model, C_model = np.linalg.eigh(fock)
    occ = C_model[:, :n_el]
    gamma = 0.5 * gamma + 0.5 * occ @ occ.T
gamma = occ @ occ.T
fock = h_model + coulomb(gamma) - exchange(gamma)
assert np.max(np.abs(fock @ gamma - gamma @ fock)) < 1e-9

# Explicit many-electron space with anticommuting annihilation operators
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
annihilate = []
for p in range(n_orb):
    op = np.eye(1)
    for q in range(n_orb):
        site = parity if q < p else lower if q == p else np.eye(2)
        op = np.kron(op, site)
    annihilate.append(op)


def one_body(M):
    return sum(M[p, q] * annihilate[p].T @ annihilate[q]
               for p in range(n_orb) for q in range(n_orb))


H_many = one_body(h_model)
for B in factors:
    B_many = one_body(B)
    H_many = H_many + 0.5 * (B_many @ B_many - one_body(B @ B))


def orbital_operator(vector):
    return sum(vector[p] * annihilate[p] for p in range(n_orb))


state = np.zeros(2 ** n_orb)
state[0] = 1.0
for i in reversed(range(n_el)):
    state = orbital_operator(occ[:, i]).T @ state
E_model = state @ H_many @ state
assert abs(E_model - functional(gamma)) < 1e-10

holes = np.array([orbital_operator(occ[:, i]) @ state for i in range(n_el)])
removal = holes @ H_many @ holes.T - E_model * np.eye(n_el)
assert np.allclose(removal, -np.diag(eps_model[:n_el]), atol=1e-8)

# Removal from a mixture of occupied orbitals costs the weighted average
mix = rng.normal(size=n_el)
mix /= np.linalg.norm(mix)
mixed_hole = orbital_operator(occ @ mix) @ state
mixed_cost = mixed_hole @ H_many @ mixed_hole - E_model
assert abs(mixed_cost + np.sum(mix**2 * eps_model[:n_el])) < 1e-8
assert mixed_cost > -eps_model[n_el - 1]

# Frozen-orbital energy against occupation of the highest occupied orbital
top = occ[:, -1]
top_density = np.outer(top, top)


def curvature(with_exchange):
    e0, e_half, e1 = [functional(gamma - (1 - f) * top_density, with_exchange)
                      for f in (0.0, 0.5, 1.0)]
    return 4 * (e0 - 2 * e_half + e1)


J_top = sum((top @ B @ top) ** 2 for B in factors)
curv_hf, curv_hartree = curvature(True), curvature(False)
assert abs(curv_hf) < 1e-10
assert J_top > 1e-4 and abs(curv_hartree - J_top) < 1e-10


# ---------- Helium Hartree-Fock in normalized exponentials exp(-zeta r) ----
def exponential_integrals(zetas):
    z = np.asarray(zetas, float)
    norm = np.sqrt(4 * z**3)
    nn = np.outer(norm, norm)
    s = z[:, None] + z[None, :]
    overlap = nn * 2 / s**3
    core = nn * (np.outer(z, z) / s**3 - Z / s**2)
    radius = nn * 6 / s**4
    a, b = s[:, :, None, None], s[None, None, :, :]
    rep = 2 / b**3 * (1 / a**2 - 1 / (a + b)**2 - b / (a + b)**3)
    rep = rep * nn[:, :, None, None] * nn[None, None, :, :]
    return overlap, core, rep, radius


def helium_hf(zetas):
    S, h, rep, radius = exponential_integrals(zetas)
    ion_levels, ion_vectors = eigh(h, S)
    c = ion_vectors[:, 0]
    for _ in range(100):
        # On the doubly occupied orbital, twice Coulomb minus exchange = J
        J = np.einsum("ijkl,k,l->ij", rep, c, c)
        levels, vectors = eigh(h + J, S)
        c = vectors[:, 0]
    J = np.einsum("ijkl,k,l->ij", rep, c, c)
    ion = ion_vectors[:, 0]
    return dict(h=c @ h @ c, J=c @ J @ c, eps=levels[0],
                E=2 * c @ h @ c + c @ J @ c, E_ion=ion_levels[0],
                r=c @ radius @ c, r_ion=ion @ radius @ ion)


hf_small = helium_hf(2.0 * 1.5 ** np.arange(-2, 5))
hf = helium_hf(2.0 * 1.5 ** np.arange(-3, 6))
assert abs(hf["E"] - hf_small["E"]) < 2e-6
assert abs(hf["eps"] - hf_small["eps"]) < 1e-5
assert abs(hf["E_ion"] + Z**2 / 2) < 1e-8
assert hf["r"] > hf["r_ion"]

# Separate Gaussian calculation; tolerances allow for its finite basis
gaussians = {"He": [[0, [0.08 * 2.2**k, 1.0]] for k in range(16)]}
atom = gto.M(atom="He 0 0 0", basis=gaussians, verbose=0)
mf = scf.RHF(atom)
mf.conv_tol = 1e-11
E_gauss = mf.kernel()
assert mf.converged
ion_mol = gto.M(atom="He 0 0 0", basis=gaussians, charge=1, spin=1, verbose=0)
phi = mf.mo_coeff[:, 0]
dm_frozen = np.array([np.outer(phi, phi), np.zeros((len(phi), len(phi)))])
E_frozen_gauss = scf.uhf.UHF(ion_mol).energy_tot(dm=dm_frozen)
assert abs(E_frozen_gauss - E_gauss + mf.mo_energy[0]) < 1e-6
assert abs(E_gauss - hf["E"]) < 3e-5
assert abs(mf.mo_energy[0] - hf["eps"]) < 5e-5
assert abs(E_frozen_gauss - hf["h"]) < 5e-5


# ---------- Correlated helium: exp(-zeta s) * s^l t^m u^n, m even ----------
# s = r1 + r2, t = r1 - r2, u = distance between the electrons
def multiply(*polynomials):
    result = {(0, 0, 0): 1.0}
    for poly in polynomials:
        new = {}
        for (a, b, c), x in result.items():
            for (d, e, f), y in poly.items():
                if y != 0:
                    key = (a + d, b + e, c + f)
                    new[key] = new.get(key, 0.0) + x * y
        result = new
    return result


def integrate(poly, decay):
    return sum(x * factorial(a + b + c + 2)
               / ((b + 1) * (b + c + 2) * decay ** (a + b + c + 3))
               for (a, b, c), x in poly.items() if x != 0)


VOLUME = {(2, 0, 1): 1.0, (0, 2, 1): -1.0}
CROSS_SU = {(1, 0, 2): 1.0, (1, 2, 0): -1.0}
CROSS_TU = {(2, 1, 0): 1.0, (0, 1, 2): -1.0}
NUCLEAR = {(1, 0, 1): -4 * Z}
REPULSION = {(2, 0, 0): 1.0, (0, 2, 0): -1.0}


def correlated_solution(zeta, order):
    powers = [(l, m, n) for l in range(order + 1)
              for m in range(0, order + 1, 2)
              for n in range(order + 1) if l + m + n <= order]
    size = len(powers)
    f = [{p: 1.0} for p in powers]
    ds = [{(l - 1, m, n): l, (l, m, n): -zeta} for l, m, n in powers]
    dt = [{(l, m - 1, n): m} for l, m, n in powers]
    du = [{(l, m, n - 1): n} for l, m, n in powers]
    S, H, W = (np.zeros((size, size)) for _ in range(3))
    for i in range(size):
        for j in range(i + 1):
            def element(weight, left, right):
                return integrate(multiply(weight, left, right), 2 * zeta)
            S[i, j] = element(VOLUME, f[i], f[j])
            W[i, j] = element(REPULSION, f[i], f[j])
            H[i, j] = W[i, j] + element(NUCLEAR, f[i], f[j])
            H[i, j] += sum(element(VOLUME, d[i], d[j]) for d in (ds, dt, du))
            H[i, j] += element(CROSS_SU, ds[i], du[j])
            H[i, j] += element(CROSS_SU, du[i], ds[j])
            H[i, j] += element(CROSS_TU, dt[i], du[j])
            H[i, j] += element(CROSS_TU, du[i], dt[j])
            for M in (S, H, W):
                M[j, i] = M[i, j]
    scale = 1 / np.sqrt(np.diag(S))
    S, H, W = (M * np.outer(scale, scale) for M in (S, H, W))
    values, vectors = eigh(H, S)
    c = vectors[:, 0]
    return values[0], c @ W @ c, size


def best_solution(order):
    best = minimize_scalar(lambda z: correlated_solution(z, order)[0],
                           bounds=(1.3, 2.6), method="bounded",
                           options={"xatol": 1e-4})
    return correlated_solution(best.x, order)


E_one_term = best_solution(0)[0]
E_order3, _, size3 = best_solution(3)
E_exact, repulsion_exact, size4 = best_solution(4)
assert E_exact < E_order3 and E_order3 - E_exact < 1e-4

# Full configuration interaction in a finite basis is an upper bound
ci_atom = gto.M(atom="He 0 0 0", basis="cc-pvqz", verbose=0)
ci_mf = scf.RHF(ci_atom).run()
ci_h = ci_mf.mo_coeff.T @ ci_mf.get_hcore() @ ci_mf.mo_coeff
ci_eri = ao2mo.kernel(ci_atom, ci_mf.mo_coeff)
E_ci = fci.direct_spin0.kernel(ci_h, ci_eri, ci_h.shape[0], 2)[0]
assert 0 < E_ci - E_exact < 2e-3


# ---------- One-exponential estimate ----------
def one_exponential(zeta):
    _, h, rep, _ = exponential_integrals([zeta])
    return h[0, 0], rep[0, 0, 0, 0]


def one_exponential_energy(zeta):
    h, J = one_exponential(zeta)
    return 2 * h + J


zeta_best = minimize_scalar(one_exponential_energy, bracket=(1.5, 2.0)).x
h_one, J_one = one_exponential(zeta_best)
R_one = h_one + Z**2 / 2
assert abs(zeta_best - (Z - 5 / 16)) < 1e-5
assert abs(R_one - 25 / 512) < 1e-5
assert abs(E_one_term - one_exponential_energy(zeta_best)) < 1e-6

# ---------- Ionization energies and error balance ----------
I_koopmans = -hf["eps"]
I_delta = hf["E_ion"] - hf["E"]
I_exact = -Z**2 / 2 - E_exact
R = hf["h"] - hf["E_ion"]
C = hf["E"] - E_exact
assert R > 0 and C > 0
assert I_delta < I_exact < I_koopmans
assert abs(I_koopmans - I_exact) < abs(I_delta - I_exact)
assert abs((I_koopmans - I_exact) - (R - C)) < 1e-7
assert repulsion_exact < hf["J"]

print("MODEL: 3 electrons, 6 spin orbitals (model energy units)")
for k in range(n_el):
    print(f"orbital {k+1}: eigenvalue {eps_model[k]:.6f}, "
          f"frozen removal cost {removal[k, k]:.6f}")
print(f"removal cost from a mixed orbital: {mixed_cost:.6f}")
print(f"curvature in occupation, with exchange: {abs(curv_hf):.1e}")
print(f"curvature in occupation, no exchange: {curv_hartree:.6f}")
print(f"self-repulsion J of that orbital: {J_top:.6f}")
print("HELIUM, Hartree-Fock")
print(f"nuclear charge Z: {Z:.0f}")
print(f"one-electron energy h: {hf['h']:.5f} hartree")
print(f"electron repulsion J: {hf['J']:.5f} hartree")
print(f"total energy: {hf['E']:.5f} hartree")
print(f"orbital energy: {hf['eps']:.5f} hartree")
print(f"frozen ion energy: {hf['h']:.5f} hartree")
print(f"relaxed ion energy: {hf['E_ion']:.5f} hartree")
print(f"mean radius, atom orbital: {hf['r']:.4f} bohr")
print(f"mean radius, relaxed ion orbital: {hf['r_ion']:.4f} bohr")
print(f"Gaussian check, total energy: {E_gauss:.5f} hartree")
print(f"Gaussian check, orbital energy: {mf.mo_energy[0]:.5f} hartree")
print("HELIUM, correlated")
print(f"energy with {size3} terms: {E_order3:.5f} hartree")
print(f"energy with {size4} terms: {E_exact:.5f} hartree")
print(f"full CI, cc-pVQZ basis: {E_ci:.5f} hartree")
print(f"mean electron repulsion: {repulsion_exact:.4f} hartree")
print("ERROR BALANCE")
print(f"relaxation energy R: {R:.5f} hartree")
print(f"correlation energy C: {C:.5f} hartree")
print(f"R - C: {R - C:.5f} hartree")
print(f"C / R: {C / R:.3f} (no unit)")
for label, value in (("Koopmans", I_koopmans),
                     ("separate Hartree-Fock energies", I_delta),
                     ("correlated", I_exact)):
    print(f"ionization energy, {label}: {value:.5f} hartree "
          f"= {value * HARTREE_EV:.3f} eV")
print(f"Koopmans error: {100*(I_koopmans/I_exact-1):+.2f} percent")
print(f"separate-energies error: {100*(I_delta/I_exact-1):+.2f} percent")
print("ONE-EXPONENTIAL ESTIMATE")
print(f"best exponent: {zeta_best:.4f} per bohr")
print(f"total energy: {2*h_one + J_one:.5f} hartree")
print(f"Koopmans ionization energy: {-(h_one + J_one):.5f} hartree")
print(f"relaxation energy: {R_one:.5f} hartree")
print("all tests passed")
```

Output:

```
MODEL: 3 electrons, 6 spin orbitals (model energy units)
orbital 1: eigenvalue -0.492518, frozen removal cost 0.492518
orbital 2: eigenvalue 1.358847, frozen removal cost -1.358847
orbital 3: eigenvalue 2.542761, frozen removal cost -2.542761
removal cost from a mixed orbital: -2.379634
curvature in occupation, with exchange: 5.3e-15
curvature in occupation, no exchange: 0.094329
self-repulsion J of that orbital: 0.094329
HELIUM, Hartree-Fock
nuclear charge Z: 2
one-electron energy h: -1.94372 hartree
electron repulsion J: 1.02577 hartree
total energy: -2.86168 hartree
orbital energy: -0.91796 hartree
frozen ion energy: -1.94372 hartree
relaxed ion energy: -2.00000 hartree
mean radius, atom orbital: 0.9273 bohr
mean radius, relaxed ion orbital: 0.7500 bohr
Gaussian check, total energy: -2.86168 hartree
Gaussian check, orbital energy: -0.91796 hartree
HELIUM, correlated
energy with 13 terms: -2.90364 hartree
energy with 22 terms: -2.90371 hartree
full CI, cc-pVQZ basis: -2.90241 hartree
mean electron repulsion: 0.9458 hartree
ERROR BALANCE
relaxation energy R: 0.05628 hartree
correlation energy C: 0.04203 hartree
R - C: 0.01424 hartree
C / R: 0.747 (no unit)
ionization energy, Koopmans: 0.91796 hartree = 24.979 eV
ionization energy, separate Hartree-Fock energies: 0.86168 hartree = 23.448 eV
ionization energy, correlated: 0.90371 hartree = 24.591 eV
Koopmans error: +1.58 percent
separate-energies error: -4.65 percent
ONE-EXPONENTIAL ESTIMATE
best exponent: 1.6875 per bohr
total energy: -2.84766 hartree
Koopmans ionization energy: 0.89648 hartree
relaxation energy: 0.04883 hartree
all tests passed
```
